# Recoil energies of hard disks and hard spheres

## The problem

A disk of mass \(m_1\) and kinetic energy \(E\) slides over a plane and strikes a free disk of mass \(m_2\) at rest. Both are rigid and smooth, so contact produces no friction and no spin. Collisions are elastic and motion is classical. The sum of the two radii is \(D\).

The impact parameter \(b\) is the signed distance from the struck disk's centre to the straight line along which the incoming centre moves, positive on one side and negative on the other. The incoming beam is uniform: equal intervals of \(b\) carry equal numbers of disks. Only collisions with contact, \(-D<b<D\), are counted.

Let \(T\) be the energy received by the struck disk, \(T_{\max}\) its largest possible value, and \(x=T/T_{\max}\).

1. Find the probability density \(p(x)\). How does it behave at \(x=1\), and can it be normalised there?
2. Find the mean recoil energy, and compare it with that of hard spheres in space at the same \(E\), masses and \(D\).

## A tempting solution

Use the frame in which the centre of mass is at rest. If \(v\) is the incoming speed, the centre of mass moves at \(m_1v/(m_1+m_2)\) in the laboratory. In the centre-of-mass frame the target therefore approaches at that speed. An elastic collision leaves its speed unchanged and turns its velocity through an angle \(\theta\), taken between \(0\) and \(\pi\).

Two vectors of equal length, separated by an angle \(\theta\), differ by a vector of length \(2\sin(\theta/2)\) times that length. Velocity changes are the same in both frames, and the target was at rest in the laboratory. Its recoil speed is therefore

\[
w=\frac{2m_1v}{m_1+m_2}\sin\frac{\theta}{2},
\]

and its recoil energy is

\[
T=\frac12m_2w^2
=\frac{4m_1m_2}{(m_1+m_2)^2}\,\frac{m_1v^2}{2}\,\sin^2\frac{\theta}{2}
=T_{\max}\sin^2\frac{\theta}{2},
\]

\[
T_{\max}=\frac{4m_1m_2}{(m_1+m_2)^2}\,E .
\]

Now comes the tempting step. Hard spheres scatter isotropically in this frame, so hard disks should too. In a plane, isotropy means that \(\theta\) is uniform, with density \(1/\pi\) on \((0,\pi)\). Since \(x=\sin^2(\theta/2)\),

\[
\frac{dx}{d\theta}=\sin\frac{\theta}{2}\cos\frac{\theta}{2}=\sqrt{x(1-x)},
\qquad
p(x)=\frac{1}{\pi\sqrt{x(1-x)}} .
\]

The mean would be

\[
\langle x\rangle=\frac1\pi\int_0^\pi\sin^2\frac{\theta}{2}\,d\theta
=\frac1{2\pi}\int_0^\pi(1-\cos\theta)\,d\theta=\frac12 ,
\]

and disks and spheres would share the mean \(T_{\max}/2\).

## Where it fails

The kinematics is sound. The fault is the uniform distribution of \(\theta\). The problem makes \(b\) uniform, and the distribution of \(\theta\) has to be derived from that.

At contact, let \(\mathbf n\) be the unit vector from the incoming centre to the struck centre, and let \(\alpha\) be the angle between \(\mathbf n\) and the incoming velocity. The centres are then a distance \(D\) apart, with transverse separation \(|b|\), so

\[
\sin\alpha=\frac{|b|}{D},\qquad 0\le\alpha<\frac{\pi}{2}.
\]

Smooth surfaces push only along \(\mathbf n\). Let the struck disk receive momentum \(J\mathbf n\); the incoming disk then receives \(-J\mathbf n\). The incoming disk's velocity has component \(v\cos\alpha\) along \(\mathbf n\), so the change in total kinetic energy is

\[
\left(-Jv\cos\alpha+\frac{J^2}{2m_1}\right)+\frac{J^2}{2m_2}=0 .
\]

The root \(J=0\) describes no collision. The other root is

\[
J=\frac{2m_1m_2}{m_1+m_2}\,v\cos\alpha .
\]

The normal component of the relative velocity changes from \(v\cos\alpha\) to

\[
v\cos\alpha-J\left(\frac1{m_1}+\frac1{m_2}\right)=-v\cos\alpha ,
\]

while the tangential component is unchanged. The relative velocity is reflected: its angle to \(\mathbf n\) goes from \(\alpha\) to \(\pi-\alpha\), so it turns through

\[
\theta=\pi-2\alpha,\qquad |b|=D\sin\alpha=D\cos\frac{\theta}{2}.
\]

By symmetry \(|b|\) is uniform on \((0,D)\), with density \(1/D\). The angular density for disks is therefore

\[
f_{\rm disk}(\theta)=\frac1D\left|\frac{d|b|}{d\theta}\right|
=\frac12\sin\frac{\theta}{2}.
\]

This is not constant. It vanishes for small deflections and is largest for reversal, \(\theta=\pi\).

For spheres the beam is uniform over an area, and a ring of radius \(b\) has the share \(2\pi b\,db/(\pi D^2)\). The plane through the incoming line and the target centre contains the same contact geometry, so \(b=D\cos(\theta/2)\) still holds, and

\[
f_{\rm sphere}(\theta)=\frac{2b}{D^2}\left|\frac{db}{d\theta}\right|
=2\cos\frac{\theta}{2}\cdot\frac12\sin\frac{\theta}{2}
=\frac12\sin\theta .
\]

The solid angle between \(\theta\) and \(\theta+d\theta\) is \(2\pi\sin\theta\,d\theta\), which is the fraction \(\frac12\sin\theta\,d\theta\) of the full \(4\pi\). Spheres do scatter isotropically. That property depends on the ring area and does not carry over to the plane.

## The right solution

The struck disk leaves with speed \(J/m_2\), so

\[
T=\frac{J^2}{2m_2}=T_{\max}\cos^2\alpha
=T_{\max}\left(1-\frac{b^2}{D^2}\right).
\]

Set \(u=|b|/D\), which is uniform on \((0,1)\). Then \(x=1-u^2\), which falls steadily as \(u\) rises, so each \(x\) comes from one \(u\). Equal probabilities in corresponding intervals give

\[
p(x)=\left|\frac{du}{dx}\right|=\frac1{2u}=\frac{1}{2\sqrt{1-x}},\qquad 0<x<1 .
\]

The density grows without limit as \(x\to1\). To see whether it can be normalised, find the share of recoils in the top interval \(1-\delta<x<1\):

\[
\int_{1-\delta}^{1}\frac{dx}{2\sqrt{1-x}}
=\Big[-\sqrt{1-x}\Big]_{1-\delta}^{1}=\sqrt\delta .
\]

This is finite and tends to zero with \(\delta\). Setting \(\delta=1\) gives total probability 1. The divergence is integrable, and no finite fraction of the recoils sits at \(T_{\max}\) itself. At the other end \(p(0)=1/2\), so the tempting solution's second divergence, at zero energy, is absent.

For the mean it is easiest to average over \(u\):

\[
\langle x\rangle=\int_0^1(1-u^2)\,du=1-\frac13=\frac23,
\qquad \langle T\rangle_{\rm disk}=\frac23T_{\max}.
\]

The second moment and variance are

\[
\langle x^2\rangle=\int_0^1(1-2u^2+u^4)\,du=1-\frac23+\frac15=\frac8{15},
\]

\[
\langle x^2\rangle-\langle x\rangle^2=\frac8{15}-\frac49=\frac4{45}.
\]

The median lies where \(\sqrt{1-x}=1/2\), at \(x=3/4\). It exceeds the mean, \(2/3\); the distribution has its tail towards low energies.

For spheres the relation \(x=1-u^2\) is the same, but the weight is \(2u\,du\). Since \(|dx|=2u\,du\), the density is \(p(x)=1\). Hence

\[
\langle T\rangle_{\rm sphere}=\frac12T_{\max},\qquad
\langle x^2\rangle-\langle x\rangle^2=\frac13-\frac14=\frac1{12}.
\]

Near a head-on collision \(T\) is stationary in \(b\), so a whole range of impact parameters gives almost the same recoil. In the plane that range carries a finite weight per unit \(b\), and recoils pile up at the edge. In space the ring area shrinks in proportion to \(b\) and cancels the pile-up.

The masses enter only through \(T_{\max}\). For equal masses \(T_{\max}=E\), so the incoming disk keeps on average one third of its energy, whereas a sphere keeps one half.

## Many weak collisions

Suppose a projectile makes a random number of independent collisions, Poisson distributed with mean \(\nu\), and loses so little energy in total that \(T_{\max}\) stays nearly fixed. This requires \(\nu T_{\max}\ll E\), hence very unequal masses if \(\nu\) is one or more.

Sort the collisions into narrow intervals of \(T\). The numbers in different intervals are independent Poisson variables, each with variance equal to its mean. A collision in an interval contributes \(T\) to the loss, so that interval contributes \(T^2\) times its mean number to the variance. The total loss has mean \(\nu\langle T\rangle\) and variance \(\nu\langle T^2\rangle\), and

\[
\frac{\text{variance}}{\text{mean}^2}=\frac{\langle x^2\rangle}{\nu\langle x\rangle^2}
=\begin{cases}
\dfrac{8/15}{4/9}\,\dfrac1\nu=\dfrac{6}{5\nu}&\text{disks},\\[2ex]
\dfrac{1/3}{1/4}\,\dfrac1\nu=\dfrac{4}{3\nu}&\text{spheres}.
\end{cases}
\]

At equal \(\nu\), disks have the larger mean loss and the slightly smaller relative spread.

## Numbers for arsenic entering silicon

Take \(m_1=74.92\) u, \(m_2=28.09\) u and \(E=10\) keV. Then

\[
\frac{T_{\max}}E=\frac{4(74.92)(28.09)}{(103.01)^2}=0.793,
\qquad T_{\max}=7933\ \text{eV}.
\]

The mean recoil is \(\frac23(7933)=5289\) eV for disks and \(\frac12(7933)\approx3966\) eV for spheres. The standard deviations are \(\sqrt{4/45}\,T_{\max}=2365\) eV and \(T_{\max}/\sqrt{12}=2290\) eV. The top one per cent of the energy range holds \(\sqrt{0.01}=10\%\) of the disk recoils but 1% of the sphere recoils.

These energies do not depend on \(D\). A contact distance is needed to compare the model with a softer repulsion, for which I use the Ziegler–Biersack–Littmark (ZBL) universal potential

\[
V(r)=\frac{Z_1Z_2e^2}{4\pi\epsilon_0r}\,\phi\!\left(\frac ra\right),\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},
\]

\[
\phi(s)=0.1818e^{-3.2s}+0.5099e^{-0.9423s}+0.2802e^{-0.4029s}+0.02817e^{-0.2016s},
\]

with \(Z_1=33\), \(Z_2=14\) and \(a_0\) the Bohr radius. The energy of relative motion is \(E_{\rm cm}=Em_2/(m_1+m_2)=2727\) eV. Solving \(V(D)=E_{\rm cm}\) numerically gives the head-on closest approach, \(D=0.0333\) nm.

## What a soft repulsion changes

For a potential \(V(r)\) the classical deflection is

\[
\theta=\pi-2b\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{1-V(r)/E_{\rm cm}-b^2/r^2}},
\]

where \(r_0\) is the closest approach for that \(b\). The recoil is still \(T_{\max}\sin^2(\theta/2)\). If, near \(b=0\),

\[
1-x\approx C\,\frac{b^2}{D^2},
\]

then \(u\approx\sqrt{(1-x)/C}\), and collisions with \(|b|<D\) in the plane have

\[
p(x)\approx\left|\frac{du}{dx}\right|=\frac{1}{2\sqrt{C(1-x)}}\qquad(x\to1).
\]

The inverse-square-root edge survives with a changed strength. Numerical quadrature for the ZBL potential gives a power of \(b\) equal to 2.00 and \(C=2.12\), against \(C=1\) for hard disks. The edge is weaker by the factor \(1/\sqrt{2.12}=0.69\).

The mean is less robust. For \(|b|<D\), the ZBL mean of \(x\) is 0.619 in the plane and 0.466 in space. A soft potential also deflects ions beyond \(D\), so the mean depends on the largest \(b\) counted. Take this limit as half the mean atomic spacing estimated from the density, \(\frac12n^{-1/3}=0.136\) nm, where \(n\) is eight atoms per cube of side 0.543 nm. The means then fall to 0.171 and 0.041. The ratio of the planar mean to the mean in space is 1.33 for \(|b|<D\), close to the hard-contact value \(4/3\), but about 4 with the wider limit. For a soft potential neither the means nor their ratio has a meaning until the largest \(b\) is stated.

## The model beside a real implant

Arsenic at about 10 keV lies in the rough range used for shallow junctions in silicon. The disk result applies to a planar teaching model or a two-dimensional simulation whose particles are hard disks; real atoms repel softly and scatter in three dimensions. Apart from the planar geometry, the largest error among those estimated here comes from the sharp contact distance. A useful measure is the stopping cross-section, the recoil energy integrated over \(2\pi b\,db\). Hard spheres give \(\pi D^2T_{\max}/2=13.8\) eV nm², while the ZBL integral up to \(b=0.5\) nm gives 19.0 eV nm². The part with \(b<D\) is \(\pi D^2(0.466)T_{\max}\approx12.9\) eV nm², so about a third of the ZBL value comes from distant collisions that the hard model omits. Nor is \(D\) constant: after one mean disk recoil the ion has 4711 eV left, and the same definition gives \(D=0.0444\) nm, a third larger.

Energy given to electrons is also missing. With \(v_0\) the atomic unit of velocity, the Lindhard–Scharff estimate

\[
S_e=8\pi\,\frac{e^2a_0}{4\pi\epsilon_0}\,
\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac v{v_0}
\]

gives 1.8 eV nm², or 9.5% of the ZBL nuclear value.

Thermal motion rounds the edge. If a target atom moves along the beam line at \(\sqrt{k_BT_{\rm s}/m_2}\), with \(k_B\) Boltzmann's constant and \(T_{\rm s}=300\) K, its head-on energy gain shifts by 0.12% of \(T_{\max}\), about 9 eV. Averaging over the spread of target velocities smears the edge by about this width, so the density stays finite. This estimate is classical. In silicon at 300 K quantum zero-point motion makes the smearing about a tenth wider (Debye model, 645 K), and it would keep the edge rounded even in a cold crystal. For a target at rest, the strip of that width just below \(T_{\max}\) holds \(\sqrt{0.00116}=3.4\%\) of the disk recoils; thermal motion spreads these over a somewhat wider range.

Treating the target as free is reasonable for most hard-disk recoils: about 0.1% fall below a rough displacement threshold of 15 eV. This does not carry over to a soft repulsion, whose distant collisions add many weak recoils for which the binding of the target atom matters. The reduced de Broglie wavelength of the relative motion, \(\hbar(m_1+m_2)/(m_1m_2v)\), is \(6\times10^{-4}D\), which supports the use of classical paths for these close collisions. Crystal channelling and correlations between successive collisions are left out, and their effect is not estimated here.
